# Stable evaluation of the Mayadas-Shatzkes resistivity at large a: verification in Python

```python
"""
Stable evaluation of the Mayadas-Shatzkes conductivity ratio
    F(a) = rho0/rho = 3*[1/3 - a/2 + a^2 - a^3*ln(1+1/a)],
    a = (mean free path / grain size) * R/(1-R),  R = reflection parameter.
Result under test: the closed form loses accuracy like a^3 (log1p) or a^4
(rounded 1+1/a), while the series
    F(a) = 3*sum_{k>=1} (-1)^(k+1) / ((k+3)*a^k),   convergent for a > 1,
used above a switch value gives a small bounded relative error for all a.
u = unit roundoff of double precision. References use 60-digit arithmetic
and direct angular quadrature of the Boltzmann conductivity.
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 60
u = np.finfo(float).eps / 2
rng = np.random.default_rng(7)


def reference(a):
    a = mp.mpf(float(a))
    return 3 * (mp.mpf(1) / 3 - a / 2 + a**2 - a**3 * mp.log(1 + 1 / a))


def closed_plain(a):
    return 3 * (1 / 3 - a / 2 + a * a - a * a * a * math.log(1 + 1 / a))


def closed_log1p(a):
    return 3 * (1 / 3 - a / 2 + a * a - a * a * a * math.log1p(1 / a))


def series(a, terms):
    x = 1 / a
    s = 1 / (terms + 3)
    for k in range(terms - 1, 0, -1):
        s = 1 / (k + 3) - x * s
    return 3 * x * s


def hybrid(a, terms, switch):
    if a < 1e-17:
        return 1.0
    return closed_log1p(a) if a < switch else series(a, terms)


def relative_error(value, a):
    return float(abs(mp.mpf(value) / reference(a) - 1))


def closed_bound(a):
    """First-order rounding bound of closed_log1p, in units of u."""
    g = float(reference(a)) / 3
    t = a**3 * math.log1p(1 / a)
    s = 1 / 3 - a / 2 + a * a
    return (6 * t + a * a + s + abs(1 / 3 - a / 2) + 1 / 3) / g + 2


def truncation_bound(a, terms):
    return 4 / ((terms + 4) * a**terms)


def series_rounding_bound(a, terms):
    """First-order rounding bound of the Horner sum, in units of u."""
    total = sum((3 * k + 2) * 3 / ((k + 3) * a**k)
                for k in range(1, terms + 1))
    return total / float(reference(a))


def find_switch(terms):
    return brentq(lambda a: math.log(u * closed_bound(a))
                  - math.log(truncation_bound(a, terms)), 1.05, 50.0)


# Angular quadrature of the Boltzmann conductivity against the closed form.
quad_dev = 0.0
for a in (0.3, 3.0, 30.0, 300.0, 1e4):
    def integrand(theta):
        c = math.cos(theta)
        return 3 * math.sin(theta) * c**3 / (c + a)
    val = quad(integrand, 0, math.pi / 2, epsabs=0, epsrel=1e-12)[0]
    quad_dev = max(quad_dev, relative_error(val, a))
    assert abs(hybrid(a, 30, find_switch(30)) / val - 1) < 1e-11
assert quad_dev < 1e-11


# Sign and size of the series remainder; convergence only for a > 1.
def signed_remainder(a, terms):
    x = mp.mpf(a)
    part = sum((-1)**(k + 1) * 3 / ((k + 3) * x**k)
               for k in range(1, terms + 1))
    return (reference(a) - part) / reference(a)


for a in (1.2, 3.0, 20.0):
    for n in (5, 10, 30):
        r = signed_remainder(a, n) * (-1)**n
        assert 0 < r < 4 / ((n + 4) * mp.mpf(a)**n)
conv = [float(abs(signed_remainder(1.2, n))) for n in (20, 60)]
div = [float(abs(signed_remainder(0.8, n))) for n in (20, 60)]
assert conv[1] < 1e-3 * conv[0] and div[1] > 1e3 * div[0]

# Rounding bound of the closed form: validity, monotonic rise, limit.
for a in 10**rng.uniform(-3, 5, 1000):
    assert relative_error(closed_log1p(a), a) <= u * closed_bound(a)
rise = [closed_bound(a) for a in np.geomspace(1, 1e4, 150)]
assert np.all(np.diff(rise) > 0)
assert max(closed_bound(a) for a in np.geomspace(1e-4, 0.99, 100)) < rise[0]
limit_coefficient = closed_bound(1e5) / 1e15
assert abs(limit_coefficient - 32) < 0.01


# Powers of a in the rounding errors, from rms errors in two octaves.
def rms_error(function, start):
    points = start * rng.uniform(1, 2, 600)
    return math.sqrt(np.mean([relative_error(function(a), a)**2
                              for a in points]))


def error_power(function):
    return math.log(rms_error(function, 1024.0)
                    / rms_error(function, 128.0)) / math.log(8)


power_log1p = error_power(closed_log1p)
power_plain = error_power(closed_plain)
assert abs(power_log1p - 3) < 0.2
assert abs(power_plain - 4) < 0.2

# Switch value and measured accuracy for several numbers of terms.
wide = 10**rng.uniform(-4, 8, 500)
table = []
for n in (10, 20, 30, 40):
    s = find_switch(n)
    estimate = (1 / (8 * u * (n + 4)))**(1 / (n + 3))
    assert abs(estimate / s - 1) < 0.03
    points = np.concatenate([wide, s * rng.uniform(0.8, 1.25, 500), [s]])
    worst = max(relative_error(hybrid(a, n, s), a) for a in points)
    bound = u * (closed_bound(s) + series_rounding_bound(s, n))
    assert worst <= bound
    table.append((n, s, estimate, bound, worst))

N = 30
switch = find_switch(N)
for a in switch * 10**rng.uniform(0, 7, 600):
    allowed = truncation_bound(a, N) + u * series_rounding_bound(a, N)
    assert relative_error(series(a, N), a) <= allowed
assert hybrid(0.0, N, switch) == 1.0

# A misplaced switch must be worse than the crossing of the two bounds.
sweep = np.concatenate([np.geomspace(1, 100, 800), [1.5]])
worst_at = {s: max(relative_error(hybrid(a, N, s), a) for a in sweep)
            for s in (1.5, switch, 30.0)}
assert worst_at[1.5] > 100 * worst_at[switch]
assert worst_at[30.0] > 10 * worst_at[switch]

# Large-a law of the resistivity ratio.
for a in (36.0, 400.0):
    law = 4 * a / 3 + 16 / 15 - 8 / (225 * a)
    assert abs(1 / hybrid(a, N, switch) - law) < 0.03 / a**2

print(f"unit roundoff u = {u:.3e}")
print(f"largest quadrature deviation (relative) = {quad_dev:.1e}")
print(f"series, a=1.2: rel. remainder N=20, 60: {conv[0]:.2e}, {conv[1]:.2e}")
print(f"series, a=0.8: rel. remainder N=20, 60: {div[0]:.2e}, {div[1]:.2e}")
print(f"closed-form bound / (u a^3) at a=1e5 = {limit_coefficient:.3f}")
print(f"measured error power, log1p form = {power_log1p:.2f}")
print(f"measured error power, plain log form = {power_plain:.2f}")
print("N, switch a_s, estimated a_s, error bound, worst measured error:")
for n, s, est, bound, worst in table:
    print(f"  {n:2d}  {s:.4f}  {est:.4f}  {bound:.2e}  {worst:.2e}")
print(f"N=30 at switch: closed-form bound = {closed_bound(switch):.1f} u")
print("N=30 at switch: series rounding bound = "
      f"{series_rounding_bound(switch, N):.1f} u")
print("N=30, worst relative error for 1<=a<=100 by switch position:")
for s, e in worst_at.items():
    print(f"  switch {s:.4f}: {e:.2e}")

print("worst relative error for a in [A,2A]: A, plain log, log1p, hybrid")
for start in (1.0, 10.0, 1e2, 1e3, 1e4, 1e5):
    pts = start * rng.uniform(1, 2, 200)
    e = [max(relative_error(f(a), a) for a in pts)
         for f in (closed_plain, closed_log1p,
                   lambda a: hybrid(a, N, switch))]
    print(f"  {start:.0e}  {e[0]:.1e}  {e[1]:.1e}  {e[2]:.1e}")

rho0, path, grain = 2.0, 40.0, 10.0
print(f"example: rho0 = {rho0} microohm cm, mean free path = {path} nm, "
      f"D = {grain} nm")
print("R, a, F hybrid, F log1p closed form, rho (microohm cm):")
for R in (0.2, 0.5, 0.9, 0.999, 0.99999):
    a = path / grain * R / (1 - R)
    f = hybrid(a, N, switch)
    assert relative_error(f, a) < 1e-13
    print(f"  {R:.5f}  {a:.6g}  {f:.10e}  {closed_log1p(a):.10e}  "
          f"{rho0 / f:.6g}")

a = path / grain * 0.9 / (1 - 0.9)
print(f"terms at R=0.9: a/2 = {a / 2:.8f}, a^2 = {a * a:.8f}")
print(f"  a^3 ln(1+1/a) = {a**3 * math.log1p(1 / a):.8f}")
print(f"  bracket F/3 = {hybrid(a, N, switch) / 3:.10f}")
print("  first four series terms of F: "
      + ", ".join(f"{(-1)**(k + 1) * 3 / ((k + 3) * a**k):.4e}"
                  for k in range(1, 5)))
print("  large-a law for rho/rho0 = "
      f"{4 * a / 3 + 16 / 15 - 8 / (225 * a):.7f}")
print(f"  hybrid rho/rho0 = {1 / hybrid(a, N, switch):.7f}")
print("done: every assertion held")
```

It prints:

```
unit roundoff u = 1.110e-16
largest quadrature deviation (relative) = 1.2e-16
series, a=1.2: rel. remainder N=20, 60: 4.00e-03, 1.01e-06
series, a=0.8: rel. remainder N=20, 60: 1.30e+01, 3.61e+04
closed-form bound / (u a^3) at a=1e5 = 32.000
measured error power, log1p form = 2.98
measured error power, plain log form = 4.00
N, switch a_s, estimated a_s, error bound, worst measured error:
  10  11.7073  11.7393  5.91e-12  5.84e-12
  20  3.9125  3.9301  2.37e-13  2.28e-13
  30  2.5565  2.5686  7.07e-14  6.59e-14
  40  2.0410  2.0503  3.85e-14  3.44e-14
N=30 at switch: closed-form bound = 624.8 u
N=30 at switch: series rounding bound = 12.4 u
N=30, worst relative error for 1<=a<=100 by switch position:
  switch 1.5000: 5.68e-07
  switch 2.5565: 6.42e-14
  switch 30.0000: 2.76e-11
worst relative error for a in [A,2A]: A, plain log, log1p, hybrid
  1e+00  1.3e-14  8.9e-15  8.9e-15
  1e+01  6.5e-11  7.3e-12  2.4e-16
  1e+02  6.5e-07  7.3e-09  2.4e-16
  1e+03  6.3e-03  7.1e-06  2.5e-16
  1e+04  5.5e+01  6.1e-03  2.3e-16
  1e+05  6.2e+05  6.8e+00  2.8e-16
example: rho0 = 2.0 microohm cm, mean free path = 40.0 nm, D = 10.0 nm
R, a, F hybrid, F log1p closed form, rho (microohm cm):
  0.20000  1  4.2055845832e-01  4.2055845832e-01  4.75558
  0.50000  4  1.5643814767e-01  1.5643814767e-01  12.7846
  0.90000  36  2.0380837998e-02  2.0380837997e-02  98.1314
  0.99900  3996  1.8765012041e-04  1.8765404820e-04  10658.1
  0.99999  399996  1.8750150001e-06  9.1552734375e-05  1.06666e+06
terms at R=0.9: a/2 = 18.00000000, a^2 = 1296.00000000
  a^3 ln(1+1/a) = 1278.32653972
  bracket F/3 = 0.0067936127
  first four series terms of F: 2.0833e-02, -4.6296e-04, 1.0717e-05, -2.5516e-07
  large-a law for rho/rho0 = 49.0656790
  hybrid rho/rho0 = 49.0656959
done: every assertion held
```
